# Opposite Leading Energy Errors of Linear Finite Elements and Three-Point Differences, part 1

(Sections cited here and not found follow in the second part.)

## I. The hard-wall well on a uniform mesh

### What dimension and symmetry fix

A particle of constant mass $m$ moves between hard walls at $x=0$ and $x=L$, with zero potential between them. Write $T=\hbar^2/2m$, which has the dimension of energy times length squared. The stationary equation is

$$-T\psi''=E\psi,\qquad \psi(0)=\psi(L)=0. \tag{1}$$

Multiplying by $\psi$ and integrating by parts gives $T\int\psi'^2dx=E\int\psi^2dx$, so $E>0$. The solution that vanishes at $x=0$ is then $\sin kx$ with $E=Tk^2$, and the second wall requires

$$k=\frac{n\pi}{L},\qquad E=Tk^2,\qquad n=1,2,\ldots \tag{2}$$

Divide the well into $N$ equal intervals of width $h=L/N$, with nodes $x_j=jh$. A numerical scheme replaces (1) by linear equations for nodal values $u_j$, and its energy $E_h$ differs from $E$. Since $T$ is the one input that contains energy, the ratio $E_h/E$ can depend on $n$ and $h/L$ alone.

Symmetry narrows this further. Consider schemes that couple each node only to its two neighbours, as both schemes below do. On a uniform mesh the equation then has the same coefficients at every interior node, so it is solved by $u_j=e^{ij\theta}$, where $\theta$ is the phase advance per interval. If the coefficients are also symmetric between left and right, $e^{-ij\theta}$ belongs to the same energy. The combination $\sin j\theta$ vanishes at both walls when $N\theta=n\pi$, that is, when

$$\theta=kh=\frac{n\pi}{N}. \tag{3}$$

Hence $E_h/E=R(\theta)$, with $R$ even. (A wider stencil needs an extra rule next to the walls, and the argument can then fail: the five-point formula with zero values beyond the walls has an error of first order in $h$ that does not depend on $\theta$ alone.) If $R$ is smooth at $\theta=0$ and the scheme is correct in the limit of a fine mesh, then

$$\frac{E_h}{E}=1+a\theta^2+b\theta^4+\cdots, \tag{4}$$

and the leading error is $aE\theta^2=aTk^4h^2$. At fixed $L$ and $N$ it grows as $n^4$. Dimension and symmetry do not determine the number $a$. The two schemes below have values of $a$ with equal size and opposite sign.

### The two schemes

**Three-point differences.** Taylor expansion about $x_j$ gives

$$\psi(x_j\pm h)=\psi\pm h\psi'+\frac{h^2}{2}\psi''\pm\frac{h^3}{6}\psi'''+\frac{h^4}{24}\psi''''+\cdots .$$

Odd terms cancel in the sum of the two values. Subtracting $2\psi(x_j)$ and dividing by $h^2$ leaves

$$\frac{\psi(x_{j+1})-2\psi(x_j)+\psi(x_{j-1})}{h^2}=\psi''+\frac{h^2}{12}\psi''''+\cdots . \tag{5}$$

The scheme keeps the left side in place of $\psi''$:

$$\frac{T}{h^2}\left(-u_{j-1}+2u_j-u_{j+1}\right)=E_{\rm FD}u_j,\qquad u_0=u_N=0. \tag{6}$$

**Linear finite elements.** Multiply (1) by a function $v$ that vanishes at the walls and integrate by parts. The boundary term is zero, so

$$T\int_0^L v'\psi'\,dx=E\int_0^L v\psi\,dx. \tag{7}$$

Let $\varphi_j(x)$ be the hat function that equals one at $x_j$, zero at every other node, and is linear between nodes. Put $\psi_h=\sum_ju_j\varphi_j$ in place of $\psi$, and let $v$ run over the interior hats. The integrals needed are

$$K_{ij}=\int_0^L\varphi_i'\varphi_j'\,dx,\qquad M_{ij}=\int_0^L\varphi_i\varphi_j\,dx .$$

A hat has slope $+1/h$ on one interval and $-1/h$ on the next. Therefore $K_{jj}=2h/h^2=2/h$. Neighbouring hats share one interval, where their slopes are opposite, so $K_{j,j+1}=-1/h$. With $s$ measured from the left end of an interval,

$$M_{jj}=2\int_0^h\frac{s^2}{h^2}ds=\frac{2h}{3},\qquad M_{j,j+1}=\int_0^h\frac sh\left(1-\frac sh\right)ds=\frac h2-\frac h3=\frac h6 .$$

Hats that are further apart do not overlap. The finite-element equation is thus

$$\frac Th\left(-u_{j-1}+2u_j-u_{j+1}\right)=E_{\rm FE}\frac h6\left(u_{j-1}+4u_j+u_{j+1}\right). \tag{8}$$

The matrix $M$, with its integrals done exactly, is called the consistent overlap matrix. The sign of the finite-element error depends on its use, as Part II shows.

### Theorem 1

Let the mass be constant, the potential zero, the walls hard and the mesh uniform. Let $n=1,\ldots,N-1$ and $\theta=n\pi/N$. The $n$th energies of the two schemes are

$$E_{\rm FD}=\frac{2T(1-\cos\theta)}{h^2},\qquad E_{\rm FE}=\frac{6T(1-\cos\theta)}{h^2(2+\cos\theta)}. \tag{9}$$

They enclose the true level,

$$E_{\rm FD}<E<E_{\rm FE}, \tag{10}$$

and, for fixed $n$ as $h\to0$,

$$E_{\rm FE}-E=+\frac{E\theta^2}{12}+O(h^4),\qquad E_{\rm FD}-E=-\frac{E\theta^2}{12}+O(h^4). \tag{11}$$

The inequalities hold for each of the $N-1$ levels. The equality of the two errors in size is a statement about leading order.

### Lemma 1: the sampled sines are the eigenvectors

*Proof.* Take $u_j=\sin j\theta$ with $\theta=n\pi/N$. It vanishes at $j=0$ and $j=N$. The addition formulas give

$$u_{j+1}+u_{j-1}=2\cos\theta\,u_j .$$

The left side of (6) becomes $(T/h^2)(2-2\cos\theta)u_j$, which proves the first formula in (9). Equation (8) becomes

$$\frac{T}{h}(2-2\cos\theta)=E_{\rm FE}\frac h6(4+2\cos\theta).$$

Solving for the energy and cancelling a factor of two gives the second formula.

It remains to show that no level is missing and that the numbering is right. As $n$ runs from $1$ to $N-1$, $\theta$ increases inside $(0,\pi)$ and $c=\cos\theta$ decreases. The difference energy contains $1-c$, which increases. For finite elements,

$$\frac{d}{dc}\frac{1-c}{2+c}=\frac{-(2+c)-(1-c)}{(2+c)^2}=-\frac{3}{(2+c)^2}<0,$$

so that energy increases too. Each scheme therefore has $N-1$ different energies from these vectors. Eigenvectors with different eigenvalues are independent, and the space of interior nodal values has dimension $N-1$. The list is complete and in ascending order. $\square$

Both schemes give the true wave function at the nodes, up to normalization. In this well, the error lies in the energy assigned to the nodal values and in what is assumed between the nodes.

### Proof that differences lie below

Use $1-\cos\theta=2\sin^2(\theta/2)$ and $E=T\theta^2/h^2$. Then

$$\frac{E_{\rm FD}}{E}=\frac{4\sin^2(\theta/2)}{\theta^2}=\left[\frac{\sin(\theta/2)}{\theta/2}\right]^2. \tag{12}$$

For $0<y<\pi/2$ the function $y-\sin y$ starts at zero and has the positive derivative $1-\cos y$. So $0<\sin y<y$, and the ratio is less than one. $\square$

### Lemma 2: finite elements lie above

*Proof.* From (9), $E_{\rm FE}/E=6(1-\cos\theta)/[\theta^2(2+\cos\theta)]$. The denominator is positive, so the claim $E_{\rm FE}>E$ is equivalent to $g(\theta)>0$ on $(0,\pi)$, where

$$g(\theta)=6(1-\cos\theta)-\theta^2(2+\cos\theta).$$

Differentiate three times:

$$g'=6\sin\theta-4\theta-2\theta\cos\theta+\theta^2\sin\theta,$$

$$g''=4\cos\theta-4+4\theta\sin\theta+\theta^2\cos\theta,$$

$$g'''=\theta\,(6\cos\theta-\theta\sin\theta).$$

In the last line the terms $-4\sin\theta$ and $+4\sin\theta$ have cancelled. At $\theta=0$, the functions $g$, $g'$ and $g''$ all vanish.

The bracket in $g'''$ has derivative $-7\sin\theta-\theta\cos\theta$, which is negative on $(0,\pi/2)$. There the bracket falls from $6$ to $-\pi/2$. On $[\pi/2,\pi]$ neither of its terms is positive, and they are not both zero, so it stays negative. Thus $g'''$ is first positive and then negative, with one change of sign.

Consequently $g''$ rises from zero and then falls to $g''(\pi)=-8-\pi^2<0$. It is first positive, then negative. The same reasoning applies to $g'$, which rises from zero and then falls to $g'(\pi)=-2\pi<0$. So $g$ rises from zero and then falls to

$$g(\pi)=12-\pi^2>0 .$$

On the rising part $g$ exceeds zero, and on the falling part it exceeds $g(\pi)$. It is positive throughout. $\square$

**Remark on the Ritz principle.** The $n$th true level is the smallest value, over all $n$-dimensional spaces of admissible functions, of the largest ratio $T\int f'^2dx/\int f^2dx$ in the space. Finite elements restrict the choice to spaces of piecewise linear functions, and a minimum over fewer candidates cannot be lower. This gives $E_{\rm FE}\ge E$ without calculation, provided that the integrals are exact. Lemma 2 adds that the inequality is strict. The argument does not cover differences, because their norm is a nodal sum, not the integral of the square of the piecewise linear function whose gradient they use.

### Proof of the leading errors

Let $x=\theta^2$ and $r=E_{\rm FD}/E=2(1-\cos\theta)/\theta^2$. From $\cos\theta=1-x/2+x^2/24-x^3/720+\cdots$,

$$r=1-\frac{x}{12}+\frac{x^2}{360}-\cdots . \tag{13}$$

Since $1-\cos\theta=xr/2$, the finite-element ratio can be written in terms of the same quantity:

$$\frac{E_{\rm FE}}{E}=\frac{3r}{3-xr/2}=\frac{r}{1-xr/6}. \tag{14}$$

To second order in $x$, $xr/6=x/6-x^2/72$, and its square is $x^2/36$. Hence

$$\frac1{1-xr/6}=1+\frac x6-\frac{x^2}{72}+\frac{x^2}{36}+\cdots=1+\frac x6+\frac{x^2}{72}+\cdots .$$

Multiplication by (13) gives the coefficient $1/6-1/12=1/12$ for $x$. The coefficient of $x^2$ is $1/72-1/72+1/360=1/360$. Therefore

$$\frac{E_{\rm FE}}{E}=1+\frac{\theta^2}{12}+\frac{\theta^4}{360}+\cdots,\qquad
\frac{E_{\rm FD}}{E}=1-\frac{\theta^2}{12}+\frac{\theta^4}{360}+\cdots . \tag{15}$$

With $n$ and $L$ fixed, $\theta$ is proportional to $h$, and (11) follows. This completes the proof of Theorem 1. $\square$

**Remark on the mean.** The arithmetic mean of the two energies has leading error $+E\theta^4/360$, so halving $h$ divides it by about 16. The same term makes the finite-element error slightly larger than the difference error on a fine mesh. Relative to $E\theta^2/12$, the excess is $(\theta^4/180)/(\theta^2/12)=\theta^2/15$.

**Remark on resolution.** One wavelength $2\pi/k$ contains $p=2\pi/\theta$ intervals. The leading relative error is $\theta^2/12=\pi^2/(3p^2)$, so an error of one per cent corresponds to about 18 intervals per wavelength.

### A numerical case

Take $L=5.0$ nm, $m=0.9\,m_0$, where $m_0$ is the free-electron mass, and $N=20$, so $h=0.25$ nm. Then $T=0.042333$ eV nm$^2$. For the third level,

$$k=\frac{3\pi}{5.0\ {\rm nm}}=1.885\ {\rm nm}^{-1},\qquad E=Tk^2=150.41\ {\rm meV},$$

$$\theta=0.47124,\qquad \frac{\theta^2}{12}=0.018506,\qquad \frac{E\theta^2}{12}=2.78\ {\rm meV}.$$

Direct diagonalization of the two matrix problems gives these energies, in meV:

| $n$ | true | FE error | FD error | $E\theta^2/12$ |
|---|---:|---:|---:|---:|
| 1 | 16.71 | +0.034 | −0.034 | 0.034 |
| 2 | 66.85 | +0.552 | −0.548 | 0.550 |
| 3 | 150.41 | +2.804 | −2.763 | 2.784 |
| 4 | 267.40 | +8.908 | −8.682 | 8.797 |

Near the top of the discrete spectrum the equality fails. For $n=19$ the finite-element energy is 1.32 times the true one, an error of $+32\%$, while the difference energy is 0.446 times the true one, an error of $-55\%$. The signs in (10) remain, but $\theta$ is close to $\pi$ and expansion (15) cannot be cut after its first correction.

Refinement shows the orders. For $n=3$, going from $N=40$ to $N=80$ changes the finite-element error from $+0.697$ to $+0.174$ meV and the difference error from $-0.695$ to $-0.174$ meV. Both fall by a factor of about four. The error of their mean falls by a factor of 15.96, close to the predicted 16.

Equation (11) also sizes a mesh. Requiring $Tk^4h^2/12\le\delta$ gives

$$h\le\sqrt{\frac{12\delta}{Ek^2}}. \tag{16}$$

For $\delta=1$ meV and $n=3$ this is $h\le0.150$ nm, and the next whole number of intervals is $N=34$. The computed errors there are $+0.966$ and $-0.961$ meV. Rule (16) holds to leading order in a flat well. Since the finite-element error slightly exceeds its leading term for $\theta$ below about 2.1, a mesh placed right at the limit would miss the target by a small amount.

## II. Origin of the signs and use in a potential

### Symbols and results carried over

The well has width $L$, and its mesh has $N$ intervals of width $h$ and nodes $x_j=jh$. The constant $T$ is $\hbar^2/2m$, the true level is $E=Tk^2$ with $k=n\pi/L$, and $\theta=kh$. The hat-function matrices $K$ and $M$ contain the integrals of products of slopes and of products of values. Their nonzero entries are

$$K_{jj}=\frac2h,\quad K_{j,j\pm1}=-\frac1h,\qquad M_{jj}=\frac{2h}3,\quad M_{j,j\pm1}=\frac h6 .$$

Finite elements (FE) solve $TKu=E_{\rm FE}Mu$. Three-point differences (FD) solve $TKu=E_{\rm FD}hu$. Both have the eigenvectors $u_j=\sin j\theta$, and

$$\frac{E_{\rm FD}}E=r=1-\frac{\theta^2}{12}+\frac{\theta^4}{360}-\cdots,\qquad
\frac{E_{\rm FE}}E=\frac{r}{1-\theta^2r/6}=1+\frac{\theta^2}{12}+\frac{\theta^4}{360}+\cdots . \tag{17}$$

The numerical case has $L=5.0$ nm, $m=0.9\,m_0$ and, unless stated otherwise, $N=20$.

### Lemma 3: one gradient integral, two norms

Let $p(x)$ be the function that joins the nodal values of $\sin kx$ by straight segments. Then

$$E_{\rm FE}=T\,\frac{\int_0^Lp'^2dx}{\int_0^Lp^2dx},\qquad
E_{\rm FD}=T\,\frac{\int_0^Lp'^2dx}{h\sum_ju_j^2}. \tag{18}$$

*Proof.* Multiply each matrix equation from the left by the row vector $u^{\mathsf T}$. By the definitions of $K$ and $M$, $u^{\mathsf T}Ku=\int p'^2dx$ and $u^{\mathsf T}Mu=\int p^2dx$. Division gives (18). $\square$

The two methods thus assign the same kinetic integral to the nodal values and differ in the norm. The nodal norm can be summed:

$$h\sum_{j=0}^{N-1}\sin^2j\theta=\frac{hN}{2}-\frac h2\,{\rm Re}\sum_{j=0}^{N-1}e^{2ij\theta}=\frac L2 . \tag{19}$$

The last sum is zero because it is geometric, with $e^{2iN\theta}=1$ and $e^{2i\theta}\ne1$. So the nodal norm equals the true norm $\int_0^L\sin^2kx\,dx=L/2$.

The true gradient integral is $k^2L/2$. Since $Ku=(E_{\rm FD}/T)hu$, the integral for the segments is $(E_{\rm FD}/T)(L/2)=rk^2L/2$. It is reduced by the factor $r\simeq1-\theta^2/12$.

For the norm, compare matrix entries. The diagonal satisfies $h-(h^2/6)(2/h)=2h/3$, and the neighbours satisfy $-(h^2/6)(-1/h)=h/6$. Therefore

$$M=hI-\frac{h^2}{6}K, \tag{20}$$

where $I$ is the unit matrix. Taking this between $u^{\mathsf T}$ and $u$ gives

$$\int_0^Lp^2dx=\frac L2-\frac{h^2}{6}\,\frac{rk^2L}{2}=\frac L2\left(1-\frac{\theta^2r}{6}\right).$$

The straight segments cut across the arches of the sine. They lower the gradient integral by the fraction $\theta^2/12$ and the norm by $\theta^2/6$, to leading order. Finite elements divide by the reduced norm, and the net change is $-1/12+1/6=+1/12$ in units of $\theta^2$. Differences divide by the true norm, so the change $-1/12$ remains.

For $n=3$ the computed gradient ratio is 0.981631 and the computed norm ratio is 0.963669. Hence

$$\frac{E_{\rm FE}}E=\frac{0.981631}{0.963669}=1.01864,\qquad \frac{E_{\rm FD}}E=0.981631 .$$

Multiplied by 150.412 meV, these give 153.22 and 147.65 meV, the energies found by diagonalization.

In the flat hard-wall well, differences put every level too low and finite elements with the consistent overlap put it too high, with errors equal in size to leading order, because the two methods share one gradient integral but divide by different norms. What remains is to see what lumping or averaging the overlap does, to extend the result to a smooth potential, and to compare the mesh error with the effects neglected in a thin transistor film.
